Slurry pressure and suction beneath a slightly tilted polishing wafer

If the load pressing a wafer onto a polishing pad is divided by the wafer area, the result is the contact pressure only when the slurry between them carries no net force. A tilt of a few micrometres across the wafer can break that assumption, and the error has no fixed sign. With one tilt the slurry lifts the wafer and relieves the contact. With the opposite tilt it pulls the wafer down, so the pad and the particles on it press harder than the applied load suggests. An estimate of removal rate or scratching that starts from the applied pressure then starts from the wrong number.

Consider a flat circular wafer of radius R facing a smooth, rigid, ungrooved pad. The pad moves at speed U along +x, and the wafer is at first taken not to rotate. With the origin at the wafer centre, the gap is

h(x) = h0(1 + εx/R), |ε| < 1.

Positive ε means that the gap opens in the direction of pad motion, and negative ε that it closes. The slurry is an incompressible Newtonian liquid of viscosity μ which fills the gap. The pressure p is measured relative to the surroundings, so p = 0 on the rim r = R.

The gap is far smaller than the wafer, so velocities change much faster across the film than along it. When inertia is also negligible, the balance of forces along the film is

μ ∂²u/∂z² = ∂p/∂x,

and to leading order in h0/R the pressure does not vary with the height z. The pad is at z = 0, where u = U, and the wafer at z = h, where u = 0. Integrating twice and fitting these two values gives

u = U(1 − z/h) + (1/2μ)(∂p/∂x)(z² − hz).

The first term is the liquid dragged along by the pad, and the second is the flow driven by pressure. Since ∫(1 − z/h)dz = h/2 and ∫(z² − hz)dz = h³/3 − h³/2 = −h³/6 across the gap, the volume flux per unit width along x is

q_x = Uh/2 − (h³/12μ) ∂p/∂x.

Along y there is no drag, so q_y = −(h³/12μ) ∂p/∂y. The gap is steady and the liquid incompressible, hence ∂q_x/∂x + ∂q_y/∂y = 0. Multiplying by 12μ and rearranging gives Reynolds' equation,

∇·(h³∇p) = 6μU ∂h/∂x.

Its right-hand side holds the cause of the pressure. In a closing gap the drag flux Uh/2 falls along the motion, so the pad brings in more liquid than it carries out. Pressure must rise to expel the excess. In an opening gap the pad carries out more than it brings in, and the pressure must fall below ambient to draw in the difference. A parallel gap has no such imbalance, and there p = 0 everywhere.

To separate the size of the pressure from its shape, let ξ = x/R, η = y/R, s = r/R, and write

h = h0H, H = 1 + εξ, p = (6μUR/h0²)P.

The left side of Reynolds' equation becomes (h0³/R²)(6μUR/h0²)∇·(H³∇P) = (6μUh0/R)∇·(H³∇P), where ∇ now acts on ξ and η. The right side is 6μUh0ε/R. The common factor cancels:

∇·(H³∇P) = ε, with P = 0 at s = 1.

The sign of the pressure follows without solving this. Take ε > 0 and suppose that P had a maximum inside the disk. There ∇P = 0 and ∇²P ≤ 0, so the left side would be H³∇²P ≤ 0, whereas the right side is positive. The maximum therefore lies on the rim, where P = 0, and P is negative throughout the interior. An opening gap gives suction under the whole wafer. The same argument with a minimum shows that a closing gap gives positive pressure under the whole wafer.

Reversing the tilt does more than change the sign. Define Q(ξ,η) = −P(−ξ,η;ε). Replacing ξ by −ξ turns the gap 1 + εξ into 1 − εξ, and the minus sign in front of P turns the source ε into −ε. Thus Q satisfies the equation and rim condition for tilt −ε. The solution is unique: the difference d of two solutions obeys ∇·(H³∇d) = 0 and vanishes on the rim, so multiplying by d and integrating by parts gives ∫H³|∇d|² dA = 0, and d = 0. Therefore

p(x,y;−ε) = −p(−x,y;ε).

This holds for every |ε| < 1 within the model. The pressure map is mirrored and its sign reversed. Reversing the tilt creates suction if the original tilt closed the gap along the pad motion; if the original tilt opened it, reversal removes suction and creates lift. Reversing U at fixed tilt also changes the sign of p, because the source is proportional to U.

For a slight tilt the pressure can be found explicitly. Expand

P = εP1 + ε²P2 + ε³P3 + …, H³ = 1 + 3εξ + 3ε²ξ² + ε³ξ³.

At order ε the equation is ∇²P1 = 1. Its solution depends on s alone, so (1/s)d(s dP1/ds)/ds = 1. One integration gives s dP1/ds = s²/2, with no constant because the pressure is finite at the centre. A second, with P1 = 0 at s = 1, gives

P1 = −(1 − s²)/4.

At order ε² the varying gap acts on this first pressure:

∇²P2 = −∇·(3ξ∇P1) = −3 ∂P1/∂ξ − 3ξ∇²P1 = −3ξ/2 − 3ξ = −9ξ/2.

Since ∇²(ξs²) = ξ∇²s² + 2∂s²/∂ξ = 4ξ + 4ξ = 8ξ, the function ξ(1 − s²) has Laplacian −8ξ and vanishes on the rim. Hence

P2 = (9/16)ξ(1 − s²).

Adding the two orders and restoring units, with 6/4 = 3/2 in front, gives

p = −(3μUεR/2h0²)(1 − r²/R²)[1 − (9/4)εx/R] + O(ε³).

The leading part is a paraboloid centred on the wafer. The bracket makes the pressure larger in magnitude on the narrow side: for ε > 0 that side is at x < 0, for ε < 0 at x > 0, and in both cases the bracket exceeds one there. If the tilt is given as an angle α = εh0/R, the central pressure is −(3/2)μUαR²/h0³ to this order. At fixed angle it grows as the inverse cube of the gap; at fixed ε, only as the inverse square.

The upward force W on the wafer is the integral of p. Over the unit disk ∫(1 − s²)dA = 2π(1/2 − 1/4) = π/2, and P2 contributes nothing because it is odd in ξ. The integral of P is therefore −πε/8, and multiplying by (6μUR/h0²)R² gives

W = −(3π/4)μUεR³/h0².

The reversal law makes W odd in ε, so the next term is of order ε³. It shows how slight the tilt must be. At that order

∇²P3 = −∇·F, F = 3ξ∇P2 + 3ξ²∇P1.

The force needs only the integral of P3. Because ∇²P1 = 1 and both P1 and P3 vanish on the rim, two integrations by parts give

∫P3 dA = ∫P3∇²P1 dA = ∫P1∇²P3 dA = ∫∇P1·F dA.

The gradient of P1 is radial with magnitude s/2, and s ∂P2/∂s = (9/16)ξ(1 − 3s²). So

∇P1·F = (27/32)ξ²(1 − 3s²) + (3/4)ξ²s².

The angular average of ξ² is s²/2, which gives ∫ξ²dA = π/4 and ∫ξ²s²dA = π/6. The two terms integrate to (27/32)(π/4 − π/2) = −27π/128 and (3/4)(π/6) = 16π/128, and their sum is −11π/128. Divided by ∫P1 dA = −16π/128, this gives

W = −(3π/4)(μUεR³/h0²)[1 + (11/16)ε² + …].

The force formula is thus more forgiving than the pressure map, whose first correction is of relative order ε.

The uneven pressure also exerts a moment about the wafer centre. Here P1 drops out by symmetry, and P2 gives

∫ξP dA = (9/16)ε²∫ξ²(1 − s²)dA = (9/16)ε²(π/12) = 3πε²/64.

Dividing by −πε/8 places the centre of pressure at

x_c = −(3/8)εR,

on the narrow side for either tilt. The moment itself is proportional to +ε², so at this order it pushes the downstream edge away from the pad in both cases. For a closing gap, the lift is centred slightly downstream of the wafer centre, and its moment reduces the tilt. For an opening gap, the suction is centred slightly upstream of the wafer centre, and its moment pulls the upstream edge down and increases the tilt. This does not fix the attitude of a real wafer, which also depends on solid contact, friction and the carrier's pivot. It also holds only for a flat wafer: a bow adds a moment of first order in the bow. In the example below, a bow that adds 1 µm to the central gap multiplies the moment by 2.4, and one that removes 1 µm reverses its sign.

For numbers, take a wafer 100 mm in diameter, μ = 1 mPa s, U = 1 m/s, h0 = 30 µm and |ε| = 0.1. The gap changes by 3 µm from centre to edge, an angle of 60 µrad. The central pressure has magnitude

1.5 × (10⁻³ Pa s)(1 m/s)(0.1)(0.05 m)/(30 × 10⁻⁶ m)² = 8.33 kPa,

or 1.21 psi. It is positive for the closing gap and negative for the opening one. Along the central diameter of the closing gap, the pad drags in 16.5 mm³/s per millimetre of width at the wide edge and drags out 13.5 mm³/s per millimetre at the narrow edge. A pressure-driven flow, partly sideways, removes the difference.

A finite-volume solution of the full Reynolds equation for these tilts gives extreme pressures of +8.45 and −8.45 kPa. They exceed the central value because the extremum lies slightly towards the narrow side, where the second-order formula gives about 8.44 kPa. The film force is

W = ±(3π/4)(10⁻³)(0.1)(0.05)³/(30 × 10⁻⁶)² N = ±32.7 N,

against ±32.95 N from a converged numerical solution. The excess of about 0.7 % agrees with 11ε²/16 = 0.69 %. The centre of pressure lies 1.88 mm from the wafer centre, at positive x for the closing gap and at negative x for the opening gap.

Spread over the wafer, the film force is a mean pressure of 4.17 kPa, half the central value. Suppose that the applied pressure is 20 kPa and that solid contact carries whatever the film does not. At the same mean gap, the mean contact pressure is then

closing gap: 20 − 4.17 = 15.8 kPa,
opening gap: 20 + 4.17 = 24.2 kPa.

Reversing a 60 µrad tilt thus raises the mean contact pressure by about half of its lower value. That favours scratching if the load on each particle rises with contact pressure, but the lubrication model does not calculate the load on a particle. A real wafer would also settle to a new gap after the reversal, which this comparison holds fixed.

Polishing machines usually rotate the wafer as well as the pad. If the wafer face also moves, the same velocity integration replaces U in the drag flux by the sum of the two surface velocities. Let both bodies turn at rate Ω, with the pad axis at y = D and U = ΩD, while the tilt stays fixed in space. The pad velocity is (U − Ωy, Ωx), the wafer velocity is (−Ωy, Ωx), and the x-component of the sum is U − 2Ωy. Both motions are divergence-free and the gap varies only along x, so to leading order in ε

∇²p = (6μUε/Rh0²)(1 − 2y/D).

Since ∇²(R² − r²) = −4 and ∇²[y(R² − r²)] = −8y, the solution is

p = −(3μUε/2Rh0²)(R² − r²)(1 − y/D).

Rotation moves pressure from one side of the wafer to the other, but the added term is odd in y and leaves the leading force unchanged. With D = 150 mm, which means 64 revolutions per minute, the largest local change is 13 % of the peak pressure. The centre of pressure moves sideways to y = −R²/(6D) = −2.8 mm, further than the 1.88 mm shift along x found above.

Grooves matter far more. Consider a long land of width b between grooves that lie across the motion and are vented to ambient pressure. Near the wafer centre the gap over a narrow land is nearly h0, so d²p/dx² = 6μUε/(Rh0²). With x measured from the middle of the land and p = 0 at both edges,

p = −(3μUε/Rh0²)(b²/4 − x²).

The peak magnitude is 3μU|ε|b²/(4Rh0²), a fraction b²/(2R²) of the smooth-pad value. For b = 2 mm it is 6.7 Pa, or 0.08 %. Well-vented grooves therefore remove nearly all of this pressure, whether lift or suction. The 0.08 % assumes perfect venting. A real groove must carry the excess liquid along its length and needs some pressure to do so: an estimate with averaged conductances gives about 3 % of the smooth-pad peak for grooves 0.25 mm wide and 0.4 mm deep, and about 0.5 % for grooves 0.5 mm wide and deep.

The speed, viscosity and wafer size above are round values chosen to illustrate chemical-mechanical polishing with a water-based slurry. The smooth pad is a strong assumption: pads can be grooved or perforated, and the groove result shows how far that can move the number. The 30 µm gap is also six times a pad roughness of 5 µm rms. If the asperity heights followed a normal distribution, almost none would reach the wafer, and solid contact could not carry the loads assumed above at this gap. The contact pressures above are therefore an illustration of the force balance, not a prediction for such a pad. Sinusoidal roughness of that size raises the film's conductance by 8 % for flow along the ridges and lowers it by 16 % for flow across them. In closer contact the gap is smaller and roughness can no longer be treated as a modest correction.

Flatness and stiffness matter because micrometres matter. For the closing gap, a wafer bow that adds 1 µm to the gap at the centre changes the local pressure by up to 13 % of the peak, though the force by only 0.8 %. A pad layer 1.3 mm thick, with a modulus of 100 MPa for compression without sideways spreading, yields by about 0.11 µm under the central pressure, which alters the local pressure by about 1.5 % of the peak. A soft stack of the same thickness, with 5 MPa for the same kind of modulus, would yield by about 2.2 µm, close to the 3 µm rise of the tilt itself. A first estimate of the local change is then 26 %, and the gap and pressure must be solved together. With the layer yielding locally in proportion to the film pressure, the coupled solution for the closing tilt changes the local pressure by 29 % and lowers the force by 17 %.

The remaining conditions concern the liquid. The reduced Reynolds number ρUh0²/(μR) is 0.018, so inertia within the film is weak. The ram pressure ρU²/2 at the leading edge is 0.5 kPa, about 6 % of the central pressure, and viscous heating across the wafer is about 0.05 K. Friction at solid contacts would add heat that this figure leaves out. The lowest absolute pressure is 92.9 kPa, far above the roughly 3 kPa at which water boils near room temperature, so suction does not mean vapour cavities here. A rim that is not flooded is a more serious matter. A meniscus wetting both faces could lower the liquid pressure there by about 2γ/h0 = 4.7 kPa, where γ is the surface tension. If that happened all round the rim of a film that stayed full, the whole pressure map would shift down by roughly this amount, because Reynolds' equation contains only pressure gradients. With γ = 0.07 N/m and complete wetting, the mean lift of 4.17 kPa would then become a slight net suction even with the closing tilt; a contact angle of 30° or a surface tension of 0.05 N/m would leave a small net lift. The sign rule therefore depends on a rim held at ambient pressure, and its derivation also assumes a full film, a smooth, stiff pad and a flat wafer. In the example, a bow that adds 5 µm to the central gap already puts about a tenth of the wafer under suction with the closing tilt.

Table of computed values

```
slurry viscosity: 1 mPa s
pad speed: 1 m/s
wafer radius: 50 mm
mean gap: 30 um
relative tilt, magnitude: 0.1 (no unit)
gap rise centre to edge: 3 um
tilt angle: 60 urad
applied pressure: 20 kPa
drag flux per width at wide edge: 16.5 mm2/s
drag flux per width at narrow edge: 13.5 mm2/s
pressure scale 6 mu U R/h0^2: 333.3 kPa
central pressure, formula, closing gap: 8.33 kPa
central pressure, formula, opening gap: -8.33 kPa
central pressure magnitude: 1.21 psi
highest pressure, numerical, closing gap: 8.45 kPa
lowest pressure, numerical, opening gap: -8.45 kPa
film force magnitude, formula: 32.72 N
film force, numerical, closing gap: 32.96 N
film force, numerical, opening gap: -32.96 N
force correction 11 eps^2/16: 0.69 %
mean film pressure magnitude, formula: 4.17 kPa
applied force: 157.1 N
mean solid contact pressure, closing gap: 15.8 kPa
mean solid contact pressure, opening gap: 24.2 kPa
centre of pressure x, formula, closing gap: 1.88 mm
centre of pressure x, numerical, closing gap: 1.88 mm
centre of pressure x, numerical, opening gap: -1.88 mm
moment lifting downstream edge, both tilts: 0.062 N m
test: error of first-order pressure: 0.016 %
test: error of second-order pressure: 0.059 %
Neglected effects (local change relative to peak; force change):
pad thickness: 1.3 mm
hard pad modulus: 100 MPa
hard pad deflection at centre: 0.108 um
hard pad deflection: local 1.4 %, force -0.1 %
soft stack modulus: 5 MPa
soft stack deflection, first estimate: 2.17 um
soft stack deflection: local 26 %, force -2 %
wafer bow of 1 um: local 13 %, force -0.8 %
rotation, axes 150 mm apart, 64 rpm: local 13 %, force -0.0 %
roughness 5 um rms: conductance along ridges +8 %, across -16 %
grooves 2 mm apart: peak 6.67 Pa, 0.080 % of smooth-pad peak
reduced Reynolds number rho U h0^2/(mu R): 0.018 (no unit)
ram pressure rho U^2/2: 0.5 kPa
viscous heating across wafer: 0.053 K
capillary pressure 2 gamma/h0 if rim not flooded: 4.7 kPa
lowest absolute pressure: 92.9 kPa
rough vapour pressure of water: 3 kPa
```
